**Spin-mixing conductance of a totally reflecting ferromagnetic insulator**

The program treats the torque per area $[g_r\,\mathbf m\times(\boldsymbol\mu\times\mathbf m)+g_i\,\boldsymbol\mu\times\mathbf m]/4\pi$, where $\mathbf m$ is the spin-up direction, $\boldsymbol\mu$ the spin accumulation of the incoming electrons, and $g_r+ig_i$ the sum of $1-r_ur_d^*$ over modes per area. It solves the coupled two-component Schrödinger equation for a tilted magnetization at three wave numbers. There it asserts total reflection, the predicted spin change, and the equality of the lost spin flux and the exchange torque in the evanescent tail. A three-dimensional sum over the Fermi shell must reproduce the prefactor and signs, and a finite-difference solution must reproduce both parts of the conductance within 0.2%. Further assertions cover the weak-splitting powers, the tunnelling formula, the correction for the local accumulation and the conversion to a spin current density. The output gives $g_r=0.0607$ nm⁻² and $g_i=-0.976$ nm⁻² with both reflection probabilities equal to 1. Referred to the local accumulation, $g_r$ falls to 0.015 nm⁻² while $g_i$ hardly changes. The remaining lines size tunnelling, temperature, insulator mass and image-force lowering.

## Program and output

```python
"""
Result under test: a ferromagnetic insulator that reflects every electron still
receives a spin torque from a transverse spin accumulation mu in a metal:
  torque/area = [g_r m x (mu x m) + g_i mu x m] / (4 pi),
  g = g_r + i g_i = (1/area) * sum over modes of (1 - r_up * conj(r_down)).
m: unit vector of spin-up angular momentum; r_up, r_down: reflection amplitudes.
k: wave number normal to the interface in the metal; kappa: decay constant in
the insulator. Barriers V_UP, V_DOWN are measured from the metal band bottom.
Lengths are in nm and energies in eV unless a label says otherwise.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import simpson
from scipy.linalg import expm

C2 = 2 * sc.m_e * sc.e / sc.hbar**2 * 1e-18      # 2m/hbar^2 in 1/(eV nm^2)
E_F = 5.0
B_UP, B_DOWN = 0.7, 1.3                          # barriers above Fermi energy
V_UP, V_DOWN = E_F + B_UP, E_F + B_DOWN
SPLIT = V_DOWN - V_UP
MU = 1e-4                                        # spin accumulation
TEMP = 10.0                                      # K
FILM = 3.0                                       # film thickness
MASS_TRIAL = 0.5                                 # insulator mass / electron mass
EPS_R, Z_CUT = 5.0, 0.1                          # image-force parameters
K_F = np.sqrt(C2 * E_F)
X, W = np.polynomial.legendre.leggauss(80)


def decay(k, barrier):
    return np.sqrt(C2 * barrier - k**2)


def reflection(k, barrier):
    kap = decay(k, barrier)
    return (k - 1j * kap) / (k + 1j * kap)


def mode_nodes(fermi):
    """Normal wave numbers and weights of k dk / (2 pi)."""
    kf = np.sqrt(C2 * fermi)
    k = kf * (X + 1) / 2
    return k, W * kf / 2 * k / (2 * np.pi)


def mixing(fermi, v_up, v_down):
    k, weight = mode_nodes(fermi)
    r_u, r_d = reflection(k, v_up), reflection(k, v_down)
    return np.sum(weight * (1 - r_u * np.conj(r_d)))


# Coupled spinor equation with a tilted magnetization
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)


def spin_vector(chi):
    return np.real(np.einsum('i,aij,j->a', np.conj(chi), PAULI, chi))


def solve_spinor(k, m_dir, depth=3.0, steps=1500):
    """Reflection matrix and wave function, integrated from a deep hard wall."""
    one, zero = np.eye(2), np.zeros((2, 2))
    potential = C2 * ((V_UP + V_DOWN) / 2 * one
                      - SPLIT / 2 * np.einsum('a,aij->ij', m_dir, PAULI))
    generator = np.block([[zero, one], [potential - k**2 * one, zero]])
    h = depth / steps
    back = expm(-generator * h)
    y = np.vstack([zero, one]).astype(complex)
    waves = [y[:2]]
    for _ in range(steps):
        y = back @ y
        waves.append(y[:2])
    incoming = (y[:2] + y[2:] / (1j * k)) / 2
    outgoing = (y[:2] - y[2:] / (1j * k)) / 2
    inverse = np.linalg.inv(incoming)
    return outgoing @ inverse, np.array(waves[::-1]) @ inverse, h


m_dir = np.array([np.sin(0.6) * np.cos(0.9), np.sin(0.6) * np.sin(0.9),
                  np.cos(0.6)])
chi_in = np.array([np.cos(0.7), np.sin(0.7) * np.exp(0.4j)])
for k in (2.0, 7.0, K_F):
    r_matrix, waves, h = solve_spinor(k, m_dir)
    chi_out = r_matrix @ chi_in
    s_in, s_out = spin_vector(chi_in), spin_vector(chi_out)
    lost = s_in - s_out
    g1 = 1 - reflection(k, V_UP) * np.conj(reflection(k, V_DOWN))
    predicted = (g1.real * np.cross(m_dir, np.cross(s_in, m_dir))
                 + g1.imag * np.cross(s_in, m_dir))
    assert abs(np.vdot(chi_out, chi_out).real - 1) < 1e-7
    assert abs(np.dot(lost, m_dir)) < 1e-7
    assert np.allclose(lost, predicted, atol=1e-7)
    ku, kd = decay(k, V_UP), decay(k, V_DOWN)
    explicit = 2 * k**2 * (kd - ku)**2 / ((k**2 + ku**2) * (k**2 + kd**2))
    perp = s_in - np.dot(s_in, m_dir) * m_dir
    assert abs(np.dot(lost, perp) / np.dot(perp, perp) - explicit) < 1e-7
    # Exchange torque in the evanescent tail, divided by the incoming velocity
    local_spin = np.array([spin_vector(w @ chi_in) for w in waves])
    tail = C2 * SPLIT / (2 * k) * simpson(np.cross(m_dir, local_spin),
                                         dx=h, axis=0)
    assert np.allclose(tail, lost, atol=1e-5)

# Mode-summed result and three-dimensional Fermi-shell sum (m = z, mu = x)
g = mixing(E_F, V_UP, V_DOWN)
g_sharvin = K_F**2 / (4 * np.pi)
torque_damping = g.real * MU / (4 * np.pi)
torque_field = g.imag * MU / (4 * np.pi)
k_lo, k_hi = np.sqrt(C2 * (E_F - MU / 2)), np.sqrt(C2 * (E_F + MU / 2))
xr, wr = np.polynomial.legendre.leggauss(4)
shell = np.zeros(3)
for node, weight in zip(xr, wr):
    k_abs = (k_hi + k_lo) / 2 + node * (k_hi - k_lo) / 2
    cos_t = (X + 1) / 2
    up = reflection(k_abs * cos_t, V_UP) / np.sqrt(2)
    down = reflection(k_abs * cos_t, V_DOWN) / np.sqrt(2)
    cross_term = 2 * np.conj(up) * down
    change = np.array([1 - cross_term.real, -cross_term.imag,
                       -(abs(up)**2 - abs(down)**2)])
    flux = k_abs * cos_t / C2                    # (hbar/2) times velocity
    shell += (weight * (k_hi - k_lo) / 2 * k_abs**2 / (2 * np.pi)**2
              * np.sum(W / 2 * flux * change, axis=1))
assert np.allclose(shell, [torque_damping, -torque_field, 0],
                   rtol=1e-5, atol=1e-14)

# Powers of the splitting in the weak-splitting limit
weak = mixing(E_F, 5.99, 6.01)
double = mixing(E_F, 5.98, 6.02)
assert abs(double.real / weak.real - 4) < 0.02
assert abs(double.imag / weak.imag - 2) < 0.01


def lattice_mixing(mass=1.0, image=0.0, depth=4.0, h=0.002):
    """Mode sum from a finite-difference solution; image is in eV nm."""
    k, weight = mode_nodes(E_F)
    q2 = K_F**2 - k**2
    amplitudes = []
    for barrier in (V_UP, V_DOWN):
        psi = np.full_like(k, 1e-30)
        flux = -psi / (h * mass)
        for j in range(int(round(depth / h)) - 1, -1, -1):
            z = (j + 0.5) * h
            u = C2 * (barrier - image / (z + Z_CUT)) + q2 / mass
            flux = flux - h * (u - K_F**2) * psi
            psi = psi - (h if j else h / 2) * mass * flux
        slope = flux / psi
        amplitudes.append((1j * k - slope) / (1j * k + slope))
    return np.sum(weight * (1 - amplitudes[0] * np.conj(amplitudes[1])))


g_lattice = lattice_mixing()
assert abs(g_lattice.real / g.real - 1) < 2e-3
assert abs(g_lattice.imag / g.imag - 1) < 2e-3
g_mass = lattice_mixing(mass=MASS_TRIAL)
image_strength = sc.e / (16 * np.pi * sc.epsilon_0 * EPS_R) * 1e9
g_image = lattice_mixing(image=image_strength)


# Tunnelling through a finite film into an identical second metal
def transmission(k, barrier, thickness):
    kap = decay(k, barrier)
    return 1 / (1 + (k**2 + kap**2)**2 * np.sinh(kap * thickness)**2
                / (4 * k**2 * kap**2))


k_test, d_test = 7.0, 0.3
layer = expm(-d_test * np.array([[0, 1], [decay(k_test, V_UP)**2, 0]]))
left = layer @ np.array([1, 1j * k_test])
t_direct = 1 / abs((left[0] + left[1] / (1j * k_test)) / 2)**2
assert abs(t_direct / transmission(k_test, V_UP, d_test) - 1) < 1e-8
k_nodes, k_weights = mode_nodes(E_F)
g_leak = np.sum(k_weights * (transmission(k_nodes, V_UP, FILM)
                             + transmission(k_nodes, V_DOWN, FILM)))

# Drift correction, checked with the averaged transverse rotation matrix
g_drift = g / (1 - g / (2 * g_sharvin))
turn = 1 - np.conj(g) / g_sharvin
R = np.array([[turn.real, -turn.imag], [turn.imag, turn.real]])
response = 2 * g_sharvin * (np.eye(2) - R) @ np.linalg.inv(np.eye(2) + R)
assert np.allclose(response[:, 0], [g_drift.real, -g_drift.imag])

kT = sc.k * TEMP / sc.e
g_shift = mixing(E_F + kT, V_UP, V_DOWN)
to_siemens = sc.e**2 / sc.h * 1e14               # 1/nm^2 to S/cm^2
to_si = sc.e * 1e18                              # eV/nm^2 to J/m^2
to_current = 2 * sc.e / sc.hbar * to_si * 1e-4   # eV/nm^2 to A/cm^2
assert np.isclose(torque_damping * to_current, g.real * to_siemens * MU)

r_u, r_d = reflection(K_F, V_UP), reflection(K_F, V_DOWN)
g_normal = 1 - r_u * np.conj(r_d)
print(f"Fermi energy: {E_F:.2f} eV")
print(f"Barrier above Fermi energy, up: {B_UP:.2f} eV")
print(f"Barrier above Fermi energy, down: {B_DOWN:.2f} eV")
print(f"Barrier splitting J: {SPLIT:.2f} eV")
print(f"Spin accumulation: {MU*1e3:.2f} meV")
print(f"Temperature: {TEMP:.1f} K; kT: {kT*1e3:.3f} meV")
print(f"2m/hbar^2: {C2:.4f} 1/(eV nm^2)")
print(f"Fermi wave number: {K_F:.4f} 1/nm")
print("Normal incidence:")
print(f"  decay constant up: {decay(K_F, V_UP):.4f} 1/nm")
print(f"  decay constant down: {decay(K_F, V_DOWN):.4f} 1/nm")
print(f"  reflection probabilities: {abs(r_u)**2:.6f}, {abs(r_d)**2:.6f}")
print(f"  phase up: {np.degrees(np.angle(r_u)):.3f} deg")
print(f"  phase down: {np.degrees(np.angle(r_d)):.3f} deg")
print(f"  phase difference: {np.degrees(np.angle(r_u*np.conj(r_d))):.3f} deg")
print(f"  g_r per mode: {g_normal.real:.5f}")
print(f"  g_i per mode: {g_normal.imag:.5f}")
print("Sum over all modes, thick insulator:")
print(f"  Sharvin value per spin: {g_sharvin:.4f} 1/nm^2")
print(f"  g_r: {g.real:.5f} 1/nm^2 = {g.real*to_siemens:.4e} S/cm^2")
print(f"  g_i: {g.imag:.5f} 1/nm^2 = {g.imag*to_siemens:.4e} S/cm^2")
print(f"  g_r / Sharvin: {g.real/g_sharvin:.5f}")
print(f"  g_i / Sharvin: {g.imag/g_sharvin:.5f}")
print(f"  mean reflected transverse spin length: {abs(turn):.5f}")
print(f"  damping-like torque: {torque_damping:.4e} eV/nm^2")
print(f"    the same: {torque_damping*to_si:.4e} J/m^2")
print(f"  field-like coefficient: {torque_field:.4e} eV/nm^2")
print(f"    the same: {torque_field*to_si:.4e} J/m^2")
print(f"  damping-like spin current: {torque_damping*to_current:.4e} A/cm^2")
print(f"  field-like spin current: {torque_field*to_current:.4e} A/cm^2")
print("Checks by independent solutions:")
print(f"  lattice g_r: {g_lattice.real:.5f} 1/nm^2")
print(f"  lattice g_i: {g_lattice.imag:.5f} 1/nm^2")
print(f"  Fermi-shell damping-like torque: {shell[0]:.4e} eV/nm^2")
print(f"  doubling weak splitting: g_r x {double.real/weak.real:.4f}, "
      f"g_i x {double.imag/weak.imag:.4f}")
print("Neglected effects:")
print(f"  film thickness: {FILM:.1f} nm")
print(f"  two-spin tunnelling conductance / g_r: {g_leak/g.real:.3e}")
print(f"  log10 of Boltzmann factor, up barrier: {-B_UP/kT/np.log(10):.1f}")
print(f"  g_r change for Fermi shift kT: {100*(g_shift.real/g.real-1):.4f} %")
print(f"  insulator mass tried: {MASS_TRIAL:.2f} electron masses")
print(f"    g_r, g_i: {g_mass.real:.5f}, {g_mass.imag:.5f} 1/nm^2")
print(f"  image force: permittivity {EPS_R:.1f}, cut-off {Z_CUT:.2f} nm")
print(f"    lowering at interface: {image_strength/Z_CUT:.4f} eV")
print(f"    g_r, g_i: {g_image.real:.5f}, {g_image.imag:.5f} 1/nm^2")
print(f"  drift-corrected g_r, g_i: {g_drift.real:.5f}, "
      f"{g_drift.imag:.5f} 1/nm^2")
print("OK")
```

Running it gives:

```
Fermi energy: 5.00 eV
Barrier above Fermi energy, up: 0.70 eV
Barrier above Fermi energy, down: 1.30 eV
Barrier splitting J: 0.60 eV
Spin accumulation: 0.10 meV
Temperature: 10.0 K; kT: 0.862 meV
2m/hbar^2: 26.2468 1/(eV nm^2)
Fermi wave number: 11.4558 1/nm
Normal incidence:
  decay constant up: 4.2863 1/nm
  decay constant down: 5.8413 1/nm
  reflection probabilities: 1.000000, 1.000000
  phase up: -41.028 deg
  phase down: -54.034 deg
  phase difference: 13.006 deg
  g_r per mode: 0.02565
  g_i per mode: -0.22505
Sum over all modes, thick insulator:
  Sharvin value per spin: 10.4433 1/nm^2
  g_r: 0.06071 1/nm^2 = 2.3519e+08 S/cm^2
  g_i: -0.97644 1/nm^2 = -3.7828e+09 S/cm^2
  g_r / Sharvin: 0.00581
  g_i / Sharvin: -0.09350
  mean reflected transverse spin length: 0.99857
  damping-like torque: 4.8311e-07 eV/nm^2
    the same: 7.7402e-08 J/m^2
  field-like coefficient: -7.7702e-06 eV/nm^2
    the same: -1.2449e-06 J/m^2
  damping-like spin current: 2.3519e+04 A/cm^2
  field-like spin current: -3.7828e+05 A/cm^2
Checks by independent solutions:
  lattice g_r: 0.06070 1/nm^2
  lattice g_i: -0.97637 1/nm^2
  Fermi-shell damping-like torque: 4.8311e-07 eV/nm^2
  doubling weak splitting: g_r x 4.0001, g_i x 2.0000
Neglected effects:
  film thickness: 3.0 nm
  two-spin tunnelling conductance / g_r: 2.431e-11
  log10 of Boltzmann factor, up barrier: -352.8
  g_r change for Fermi shift kT: 0.0761 %
  insulator mass tried: 0.50 electron masses
    g_r, g_i: 0.03732, -0.62728 1/nm^2
  image force: permittivity 5.0, cut-off 0.10 nm
    lowering at interface: 0.7200 eV
    g_r, g_i: 0.08734, -1.15584 1/nm^2
  drift-corrected g_r, g_i: 0.01494, -0.97998 1/nm^2
OK
```
